# Voigt–Reuss Bounds and the Universal Elastic Anisotropy Index

## 1. Definitions and conventions

A polycrystal is made of grains of one linear elastic crystal in different orientations. The grains are perfectly bonded, there are no voids, and there is no initial stress. Strains are small, and $\varepsilon$ and $\sigma$ denote the symmetric strain and stress tensors. Repeated indices are summed, $a:b=a_{ij}b_{ij}$, and $\delta$ is the unit tensor.

The stiffness $C$ gives $\sigma=C:\varepsilon$, or $\sigma_{ij}=C_{ijkl}\varepsilon_{kl}$. It has the usual symmetries $C_{ijkl}=C_{jikl}=C_{klij}$ and is positive definite, so that the crystal is stable. The compliance $S$ is its inverse on symmetric tensors. The local stiffness $C(x)$ is the crystal stiffness rotated into the orientation of the grain at $x$. An overbar denotes a volume average over the sample; angle brackets denote a uniform average over all orientations.

Let a mean strain $E$ be imposed. The admissible strains are

$$\varepsilon_{ij}=E_{ij}+\tfrac12(\partial_i u_j+\partial_j u_i), \tag{1}$$

where $u$ is continuous and is either periodic or zero on the outer boundary. By the divergence theorem, the volume integral of $\partial_i u_j$ is a surface integral of $n_iu_j$. The contributions from the two sides of each grain boundary cancel because $u$ is continuous, and the outer contributions vanish or cancel in periodic pairs. Hence $\overline{\varepsilon}=E$.

The effective stiffness $C^*$ is defined by the minimum of twice the mean energy density:

$$E:C^*:E=\min_{u}\,\overline{\varepsilon:C(x):\varepsilon}. \tag{2}$$

The stationarity condition is linear in $u$ and $E$, so the minimizing strain is linear in $E$ and the minimum is indeed a quadratic form. The effective bulk and shear moduli are

$$K^*=\tfrac19C^*_{iijj},\qquad
G^*=\tfrac1{10}\left(C^*_{ijij}-\tfrac13C^*_{iijj}\right). \tag{3}$$

If the aggregate is isotropic, these are its moduli, as equations (7) and (8) will confirm. Otherwise they are its isotropic projections.

## 2. Isotropic tensors and the two averages

Define $I_{ijkl}=\frac12(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})$, the identity on symmetric tensors, and

$$J_{ijkl}=\tfrac13\delta_{ij}\delta_{kl},\qquad D=I-J. \tag{4}$$

$J$ projects onto the spherical part of a tensor and $D$ onto its traceless, or deviatoric, part. Thus $J:J=J$, $D:D=D$ and $J:D=0$.

A uniform orientation average $M$ of $C$ or $S$ is unchanged by any further rotation. Such a tensor must have the form $\alpha J+\beta D$, for the following reasons.

- $M:\delta$ is a symmetric tensor unchanged by all rotations. Every direction is therefore an eigenvector, and $M:\delta=\alpha\delta$. Since $M$ is symmetric, it also maps traceless tensors to traceless tensors.
- For a unit vector $n$, the image of $n\otimes n-\delta/3$ is traceless and unchanged by rotations about $n$. It is therefore $\beta(n\otimes n-\delta/3)$, with the same $\beta$ for every $n$.
- Any traceless symmetric tensor with eigenvalues $\lambda_r$ and eigenvectors $n_r$ equals $\sum_r\lambda_r(n_r\otimes n_r-\delta/3)$, because $\sum_r\lambda_r=0$. Hence $M$ multiplies every deviator by $\beta$.

For an isotropic solid, $\sigma=K\,\mathrm{tr}(\varepsilon)\,\delta+2G\,D:\varepsilon$. Since $J:\varepsilon=\frac13\mathrm{tr}(\varepsilon)\,\delta$, this means

$$C=3KJ+2GD,\qquad S=\frac{1}{3K}J+\frac1{2G}D. \tag{5}$$

Two contractions determine the coefficients. From (4),

$$J_{iijj}=3,\quad J_{ijij}=1,\quad I_{iijj}=3,\quad I_{ijij}=\tfrac12(9+3)=6, \tag{6}$$

so $D_{iijj}=0$ and $D_{ijij}=5$. Therefore

$$C_{iijj}=9K,\qquad C_{ijij}=3K+10G, \tag{7}$$

$$C_{ijij}-\tfrac13C_{iijj}=10G,\qquad
S_{iijj}=\frac1K,\qquad S_{ijij}-\tfrac13S_{iijj}=\frac5{2G}. \tag{8}$$

These contractions do not change when a tensor is rotated. They have the same values for an anisotropic crystal and for its orientation average. The Voigt moduli, defined by $\langle C\rangle$, and the Reuss moduli, defined by $\langle S\rangle$, therefore follow without an integration over angles:

$$K_V=\tfrac19C_{iijj},\qquad
G_V=\tfrac1{10}\left(C_{ijij}-\tfrac13C_{iijj}\right), \tag{9}$$

$$\frac1{K_R}=S_{iijj},\qquad
\frac5{2G_R}=S_{ijij}-\tfrac13S_{iijj}. \tag{10}$$

One more identity is needed. Let $E_a$, $a=1,\dots,5$, be orthonormal deviators, $E_a:E_b=\delta_{ab}$. Together with $\delta/\sqrt3$ they form an orthonormal basis of the symmetric tensors. The sum of the diagonal elements of $M$ in this basis is its trace $M_{ijij}$, and the spherical element is $\delta:M:\delta/3=M_{iijj}/3$. Hence

$$\sum_{a=1}^5E_a:M:E_a=M_{ijij}-\tfrac13M_{iijj}. \tag{11}$$

## 3. The upper bound

The choice $u=0$ in (1) is admissible and gives the uniform strain $E$. A trial field cannot give less than the minimum in (2), so

$$E:C^*:E\le E:\overline C:E. \tag{12}$$

Set $E=\delta$. The left side is $9K^*$ by (3). The right side is $9K_V$ by (9), since every grain has the same $C_{iijj}$. Next put $E=E_a$ and sum over $a$. By (11), the left side becomes $10G^*$ and the right side $10G_V$. Thus

$$K^*\le K_V,\qquad G^*\le G_V. \tag{13}$$

A uniform strain is compatible, but in general the stresses of neighbouring grains then fail to balance at their boundary. Relaxation towards equilibrium lowers the energy, which is why the Voigt estimate is too stiff or, at best, correct.

## 4. The lower bound

Let $T$ be any constant symmetric tensor with the dimension of stress. Because $C(x)$ is positive definite,

$$0\le(\varepsilon-S:T):C:(\varepsilon-S:T)
=\varepsilon:C:\varepsilon-2T:\varepsilon+T:S:T. \tag{14}$$

The cross terms use $C:S:T=T$, and the last term uses $S:C:S=S$. Average (14) over the volume for the minimizing strain, whose mean is $E$:

$$E:C^*:E\ge2T:E-T:\overline S:T. \tag{15}$$

For the bulk modulus take $E=\delta$ and $T=t\delta$. Since $\delta:\delta=3$ and $\delta:\overline S:\delta=1/K_R$,

$$9K^*\ge6t-\frac{t^2}{K_R}. \tag{16}$$

The right side is largest when $6-2t/K_R=0$, or $t=3K_R$. Its value is then $18K_R-9K_R=9K_R$.

For the shear modulus take $E=E_a$ and $T=tE_a$, and sum over the five deviators. Equations (10) and (11) give

$$10G^*\ge10t-\frac{5t^2}{2G_R}. \tag{17}$$

The maximum is at $t=2G_R$, where the right side is $20G_R-10G_R=10G_R$. Together with (13), this proves

$$\boxed{K_R\le K^*\le K_V,\qquad G_R\le G^*\le G_V.} \tag{18}$$

The Reuss estimate corresponds to uniform stress. That stress is in equilibrium, but the strains it produces generally do not fit together.

The proof does not require a particular grain shape or arrangement. For a textured aggregate, however, (18) bounds the projected moduli in (3), not the stiffness in each direction. The lower bound uses perfect bonding. If boundaries slide or open, the mean strain inside the grains need not equal $E$, and the step from (14) to (15) acquires a boundary integral of $T_{ij}[u_i]n_j$, where $[u]$ is the jump in displacement and $n$ the boundary normal. Sliding can then bring $G^*$ below $G_R$. For $T=t\delta$ the integrand is $t\,[u]\cdot n$, which vanishes when boundaries slide without opening, so $K^*\ge K_R$ survives in that case.

## 5. From the gap to an anisotropy index

By (5), the two averaged tensors are

$$\langle C\rangle=3K_VJ+2G_VD,\qquad
\langle S\rangle=\frac1{3K_R}J+\frac1{2G_R}D. \tag{19}$$

If the crystal is isotropic, they are inverse to each other. In general, the projector rules below (4) give

$$\langle C\rangle:\langle S\rangle=\frac{K_V}{K_R}J+\frac{G_V}{G_R}D. \tag{20}$$

The traces of $J$ and $D$ are 1 and 5, so the trace of (20) is $K_V/K_R+5G_V/G_R$. For inverse tensors it is the trace of the identity, 6. The excess over 6 defines the universal anisotropy index:

$$\boxed{A^U=5\frac{G_V}{G_R}+\frac{K_V}{K_R}-6
=5\left(\frac{G_V}{G_R}-1\right)+\left(\frac{K_V}{K_R}-1\right).} \tag{21}$$

The index thus measures relative gaps, not differences in GPa. The weight 5 counts the independent deviatoric strains, against one spherical strain. Multiplying all elastic constants by a common factor leaves $A^U$ unchanged.

To see when it vanishes, let $X=\langle S\rangle^{-1}=3K_RJ+2G_RD$. For each orientation,

$$(C-X):S:(C-X)=C-2X+X:S:X. \tag{22}$$

Since $X:\langle S\rangle:X=X$, the orientation average is

$$\langle(C-X):S:(C-X)\rangle=\langle C\rangle-X
=3(K_V-K_R)J+2(G_V-G_R)D. \tag{23}$$

For any symmetric tensor $a$, the left side gives the average of $b:S:b$ with $b=(C-X):a$, which is nonnegative. Hence $K_V\ge K_R$, $G_V\ge G_R$ and $A^U\ge0$.

If $A^U=0$, both nonnegative terms in (21) vanish, and so does (23). Then $b=0$ for every $a$ and every orientation, because $S$ is positive definite and the integrand is continuous in orientation. Thus $C=X$, which is isotropic. Conversely, an isotropic $C$ equals its own average and gives $A^U=0$. The index is zero if and only if the crystal is elastically isotropic.

## 6. Cubic crystals

Along the cube axes, a cubic crystal has the constants $C_{11}=C_{1111}$, $C_{12}=C_{1122}$ and $C_{44}=C_{2323}$, with

$$\sigma_{11}=C_{11}\varepsilon_{11}+C_{12}(\varepsilon_{22}+\varepsilon_{33}),
\qquad\sigma_{23}=2C_{44}\varepsilon_{23}, \tag{24}$$

and cyclic permutations. The factor 2 appears because $\varepsilon_{23}$ is half the engineering shear strain. Define $C'=(C_{11}-C_{12})/2$. Inserting simple strains in (24) gives all six eigenvalues of $C$:

- $\delta$ has eigenvalue $C_{11}+2C_{12}$.
- $\mathrm{diag}(1,-1,0)$ and $\mathrm{diag}(1,1,-2)$ have eigenvalue $C_{11}-C_{12}=2C'$.
- The three shears of the cube axes have eigenvalue $2C_{44}$.

All three values must be positive. For the spherical strain, $C_{iijj}=\delta:C:\delta=3(C_{11}+2C_{12})$ and $S_{iijj}=3/(C_{11}+2C_{12})$. Equations (9) and (10) then give

$$K_V=K_R=\frac{C_{11}+2C_{12}}3. \tag{25}$$

The bounds coincide, so $K^*$ has this value for every grain arrangement covered by the assumptions.

The deviatoric trace of $C$ is the sum of its five deviatoric eigenvalues. From (9),

$$10G_V=2(2C')+3(2C_{44}),\qquad
\boxed{G_V=\frac{C_{11}-C_{12}+3C_{44}}5.} \tag{26}$$

The eigenvalues of $S$ are the reciprocals, so (10) gives

$$\frac5{2G_R}=\frac2{2C'}+\frac3{2C_{44}},\qquad
\frac5{G_R}=\frac{2C_{44}+3C'}{C'C_{44}}. \tag{27}$$

Invert this, then multiply numerator and denominator by 2 and use $2C'=C_{11}-C_{12}$:

$$\boxed{G_R=\frac{5(C_{11}-C_{12})C_{44}}
{4C_{44}+3(C_{11}-C_{12})}.} \tag{28}$$

$G_V$ and $G_R$ are the arithmetic and harmonic means of the two crystal shear moduli, with weights $2/5$ for $C'$ and $3/5$ for $C_{44}$.

Let $A=C_{44}/C'$ be the Zener ratio. From (26) and (27),

$$\frac{G_V}{G_R}
=\frac{(2C'+3C_{44})(2/C'+3/C_{44})}{25}
=\frac{13+6A+6/A}{25}. \tag{29}$$

The bulk term in (21) is zero. Hence

$$\boxed{A^U=5\left(\frac{G_V}{G_R}-1\right)
=\frac65\left(A+\frac1A-2\right)
=\frac65\frac{(A-1)^2}{A}.} \tag{30}$$

Near isotropy the index is quadratic in $A-1$. It is the same for $A$ and $1/A$, so it does not tell which shear is softer. As $C'\to0$ at fixed $C_{44}$, $G_R\to0$ while $G_V\to3C_{44}/5$: the index diverges and the bounds say little about $G^*$.

## 7. Copper

Rough room-temperature values for copper are $C_{11}\approx170$, $C_{12}\approx120$ and $C_{44}\approx75$ GPa. They serve here as two-figure inputs. With them, $C'=(170-120)/2=25$ GPa, and

$$K_V=K_R=\frac{170+240}{3}\approx137\ \text{GPa}, \tag{31}$$

$$G_V=\frac{50+225}{5}=55\ \text{GPa},\qquad
G_R=\frac{5\times50\times75}{300+150}\approx41.7\ \text{GPa}. \tag{32}$$

The shear gap is about 13.3 GPa, and $G_V/G_R=1.32$. The Zener ratio is $A=75/25=3$, so

$$A^U=5(1.32-1)=\frac65\frac{(3-1)^2}{3}=1.6. \tag{33}$$

This index is sensitive to the inputs because $C'$ is half of a small difference. Rounding allows errors of $\pm5$ GPa in $C_{11}$ and $C_{12}$ and $\pm0.5$ GPa in $C_{44}$. Then $C'$ can lie between 20 and 30 GPa, and $A^U$ between 1.06 and 2.45. For $A>1$ the index increases with $A$, so these limits occur at the extreme inputs. The data support strong anisotropy, with an index of roughly 1 to 2.5.

A numerical solution of (2) for a periodic aggregate of 125 grains shows where an effective modulus can fall. The grains have five equally frequent orientations, chosen so that the averages of $C$ and $S$ are isotropic. The result is $G^*\approx49.2$ GPa, between the bounds in (32), and $K^*\approx137$ GPa, as (25) requires. The midpoint of the shear bounds, 48.3 GPa, is close to this $G^*$, but it is an estimate and not a bound.

The deviatoric eigenvalues of $C^*$, each divided by 2 to give a shear modulus, range from 48.8 to 49.7 GPa, so this sample is not quite isotropic. Isotropic averages of $C$ and $S$ do not by themselves make $C^*$ isotropic, since $C^*$ also depends on the spatial arrangement. The grid has 3375 points, or 27 per grain, and $G^*$ belongs to this coarse discretized sample. The bounds still apply to it, because (12) and (14) can be averaged over the grid points at fixed mean strain.

## 8. A crystal with a bulk gap

Copper cannot show the bulk term of (21). A tetragonal model crystal can. Its chosen constants are $C_{11}=200$, $C_{33}=100$, $C_{12}=80$, $C_{13}=60$, $C_{44}=40$ and $C_{66}=90$ GPa, where $C_{66}=C_{1212}$. Equation (9) gives

$$K_V=\frac{2(200)+100+2(80)+4(60)}9=100\ \text{GPa}. \tag{34}$$

For $K_R$, apply the stress $\sigma=\delta$ in units of GPa. The strains $e=\varepsilon_{11}=\varepsilon_{22}$ and $f=\varepsilon_{33}$ satisfy

$$280e+60f=1,\qquad120e+100f=1. \tag{35}$$

The solution is $e=40/20800$ and $f=160/20800$. Thus $S_{iijj}=2e+f=240/20800$ per GPa, and $K_R\approx86.7$ GPa. The shear averages from (9) and (10) are $G_V=54.0$ and $G_R\approx46.9$ GPa. The index is $A^U\approx0.91$, of which the bulk term contributes $100/86.67-1\approx0.15$.

A computed aggregate of 125 randomly oriented grains of this crystal has $K^*\approx94.8$ and $G^*\approx50.2$ GPa. Both lie strictly inside their bounds. The numerical check also compares the averages and the index with direct integration over orientations.

## Table of computed values

```
COPPER, rough two-figure inputs
C11 = 170 GPa
C12 = 120 GPa
C44 = 75 GPa
C' = (C11-C12)/2 = 25.0 GPa
K_V = K_R = 136.67 GPa
G_V = 55.00 GPa
G_R = 41.67 GPa
G_V - G_R = 13.33 GPa
(G_V+G_R)/2 = 48.33 GPa
G_V/G_R = 1.3200 (dimensionless)
Zener ratio A = 3.000 (dimensionless)
A_U from averaged tensors = 1.6000 (dimensionless)
A_U from cubic formula = 1.6000 (dimensionless)
A_U lowest within input rounding = 1.06 (dimensionless)
A_U highest within input rounding = 2.45 (dimensionless)
COPPER AGGREGATE, periodic, five orientations
grains = 125 (count)
grid points = 3375 (count)
K* = 136.67 GPa
G* (isotropic projection) = 49.19 GPa
smallest shear eigenvalue/2 = 48.82 GPa
largest shear eigenvalue/2 = 49.67 GPa
TETRAGONAL MODEL, 125 random orientations
C11 = 200 GPa
C33 = 100 GPa
C12 = 80 GPa
C13 = 60 GPa
C44 = 40 GPa
C66 = 90 GPa
K_R = 86.67 GPa
K* = 94.75 GPa
K_V = 100.00 GPa
G_R = 46.89 GPa
G* = 50.24 GPa
G_V = 54.00 GPa
A_U = 0.9115 (dimensionless)
```
